# Pressure Gradient That Cancels Net Couette Flow Beneath a Spatial Deposition Head

## Problem

A flat substrate moves at speed $U=1\ \mathrm{m/s}$ beneath a stationary, flat deposition head. The gap is $h=0.1\ \mathrm{mm}$ and the gas viscosity is $\mu=1.8\times10^{-5}\ \mathrm{Pa\,s}$.

(a) Show that the net gas flow dragged through the gap is cancelled by a pressure gradient of about $10.8\ \mathrm{Pa/mm}$, and find its direction.

(b) Find the flow that remains and the shear stresses on the walls.

(c) The gradient is set for a gap $h_0$, but the true gap is $h$. Find the residual net flow.

(d) A separation zone of length $L=5\ \mathrm{mm}$ has precursor concentration $c_0$ at its upstream end and zero at its downstream end. The precursor diffusivity is roughly $D=10^{-5}\ \mathrm{m^2/s}$, and the walls neither absorb nor release precursor. How much precursor still crosses the zone, compared with the case of no opposing gradient?

(e) Estimate the effects of slip, density change, zone ends and a working temperature of 473 K.

## Solution

### (a) The required gradient

Let $x$ point along the substrate's motion, and let $y$ run from the substrate, $y=0$, to the head, $y=h$. Velocities are measured relative to the head, because the gas slots are fixed to it.

Take the flow to be steady, laminar, isothermal and Newtonian, without sideways leakage or gas injection in the section considered. Far enough from the ends, the velocity is $u(y)$ along $x$. A gas element then keeps its velocity as it moves, so its acceleration is zero and viscous and pressure forces balance:

$$
\mu\frac{d^2u}{dy^2}=G,\qquad G\equiv\frac{dp}{dx}.
$$

The pressure is uniform across the gap, so $G$ does not depend on $y$. Two integrations give

$$
u=\frac{G}{2\mu}y^2+C_1y+C_2 .
$$

Without slip, $u(0)=U$, hence $C_2=U$. The head is at rest, so $u(h)=0$ and

$$
C_1=-\frac{U}{h}-\frac{Gh}{2\mu}.
$$

Substitution and collection of the terms in $G$ give

$$
u=U\left(1-\frac{y}{h}\right)-\frac{G}{2\mu}\,y(h-y).
$$

The first term is Couette flow, dragged by the substrate. The second is Poiseuille flow, which runs backward when $G>0$. The net volume flow per unit width is

$$
q=\int_0^h u\,dy
=U\left(h-\frac h2\right)-\frac{G}{2\mu}\left(\frac{h^3}{2}-\frac{h^3}{3}\right)
=\frac{Uh}{2}-\frac{Gh^3}{12\mu}.
$$

Since $q$ falls linearly with $G$, one gradient makes it vanish:

$$
\boxed{G=\frac{6\mu U}{h^2}}
$$

With the given values,

$$
G=\frac{6(1.8\times10^{-5})(1)}{(10^{-4})^2}\ \mathrm{Pa/m}
=1.08\times10^4\ \mathrm{Pa/m}=10.8\ \mathrm{Pa/mm},
$$

or $0.081\ \mathrm{Torr/mm}$. The sign is positive: pressure must rise in the direction of substrate motion, so that it pushes gas back against the drag. If the substrate reverses, the gradient must reverse too. Over the 5 mm zone the rise is 54 Pa.

The gradient need not be imposed from outside. If the ends of the gap are closed, no net flow can pass, and the pressure builds up by itself. A two-dimensional Stokes calculation, which neglects inertia, for a closed cavity six gaps long gives $10.78\ \mathrm{Pa/mm}$ at its centre. This is 0.2% below the formula, on a grid with 32 intervals across the gap. The shortfall is discretization error; the converged value is $10.80\ \mathrm{Pa/mm}$.

### (b) The flow that remains

Write $\eta=y/h$. With the required $G$, the factor in the Poiseuille term is $Gh^2/(2\mu)=3U$, so

$$
u=U(1-\eta)-3U\eta(1-\eta)=U(1-\eta)(1-3\eta).
$$

The gas is therefore not at rest. It moves forward for $\eta<1/3$ and backward for $1/3<\eta<1$. Expanding the product gives

$$
\frac uU=1-4\eta+3\eta^2,\qquad
\frac{d(u/U)}{d\eta}=-4+6\eta .
$$

The derivative vanishes at $\eta=2/3$, where $u=-U/3$. The largest return speed is thus $0.33\ \mathrm{m/s}$. The forward stream next to the substrate carries

$$
q_+=Uh\int_0^{1/3}(1-4\eta+3\eta^2)\,d\eta
=Uh\left(\frac13-\frac29+\frac1{27}\right)=\frac{4}{27}Uh,
$$

which is $14.8\ \mathrm{mm^2/s}$. An equal stream returns above it. For comparison, the uncancelled Couette flow is $Uh/2=50\ \mathrm{mm^2/s}$.

The velocity slopes at the walls are $-4U/h$ and $+2U/h$. The shear magnitudes are therefore

$$
\tau_{\rm substrate}=\frac{4\mu U}{h}=0.72\ \mathrm{Pa},\qquad
\tau_{\rm head}=\frac{2\mu U}{h}=0.36\ \mathrm{Pa}.
$$

Both walls pull the gas forward: the substrate because it outruns the gas, and the head because the gas beside it moves backward. Their sum, $6\mu U/h$, equals $Gh$, the backward pressure force per unit area of substrate.

### (c) An error in the gap

Hold the gradient at its design value, $G=6\mu U/h_0^2$, while the true gap is $h$. Then

$$
q=\frac{Uh}{2}-\frac{h^3}{12\mu}\frac{6\mu U}{h_0^2}
=\frac{Uh}{2}\left[1-\left(\frac{h}{h_0}\right)^2\right].
$$

For a gap 10% too wide, the bracket is $1-1.1^2=-0.21$. The gas flows backward at 21% of the Couette flow in that wider gap. The gradient should have been $10.8/1.1^2=8.93\ \mathrm{Pa/mm}$. A gap that is too narrow leaves a forward flow instead.

### (d) Precursor transport at zero net flow

Gas carried forward near the substrate can exchange precursor with the return stream by diffusion. Zero net gas flow therefore does not imply zero precursor flow.

In steady state the concentration obeys

$$
u\frac{\partial c}{\partial x}=D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial y^2}\right),
$$

with $\partial c/\partial y=0$ at both walls. Away from the ends, try $c=A+Bx+Bg(y)$, where $A$ and $B$ are constants. Substitution gives $uB=DBg''$, hence $g''=u/D$. Integrating from the substrate, where $g'=0$,

$$
g'=\frac{Uh}{D}\int_0^\eta(1-4s+3s^2)\,ds
=\mathrm{Pe}\,\eta(1-\eta)^2,\qquad \mathrm{Pe}=\frac{Uh}{D}.
$$

This also vanishes at the head, as required, because the net gas flow is zero.

The precursor flow per unit width is

$$
J=\int_0^h\left(uc-D\frac{\partial c}{\partial x}\right)dy
=B\int_0^h ug\,dy-DBh .
$$

The part $A+Bx$ has dropped out of the convective term because $\int_0^h u\,dy=0$. Now put $u=Dg''$ and integrate by parts. The boundary terms vanish with $g'$, so

$$
\int_0^h ug\,dy=-D\int_0^h(g')^2dy
=-Dh\,\mathrm{Pe}^2\int_0^1\eta^2(1-\eta)^4d\eta .
$$

The last integral is

$$
\int_0^1(\eta^2-4\eta^3+6\eta^4-4\eta^5+\eta^6)\,d\eta
=\frac13-1+\frac65-\frac23+\frac17=\frac1{105}.
$$

Therefore

$$
J=-D_{\rm eff}hB,\qquad
D_{\rm eff}=D\left(1+\frac{\mathrm{Pe}^2}{105}\right).
$$

Here $\mathrm{Pe}=(1)(10^{-4})/10^{-5}=10$, so $D_{\rm eff}=1.95D$. The recirculation almost doubles the diffusive transport. For $\mathrm{Pe}\ll1$, diffusion evens out the concentration across the gap and $D_{\rm eff}$ tends to $D$.

In a zone much longer than its end layers, $B\simeq-c_0/L$ and $J\simeq D_{\rm eff}hc_0/L$. With no opposing gradient, the uniform concentration $c=c_0$ satisfies the transport equation up to a layer near the exit, and the flow carries $J_C\simeq Uhc_0/2$. At the same speed, gap, diffusivity and end concentrations,

$$
\frac{J}{J_C}\simeq\frac{2D_{\rm eff}}{UL}
=\frac{2(1.95\times10^{-5})}{(1)(5\times10^{-3})}=0.0078 .
$$

About 0.8% of the original leak remains. A two-dimensional transport calculation that includes the end layers gives 0.77%, against 0.78% from the formula.

At exactly zero net flow the leak falls only as $1/L$. Its size is sensitive to that condition. If a small fraction $\varepsilon$ of the Couette flow is left uncancelled, one-dimensional advection and diffusion with $D_{\rm eff}$ give $J/J_C\simeq\varepsilon/[1-\exp(-\varepsilon UL/2D_{\rm eff})]$. A gradient 1% too low then gives about 1.4%, and one 1% too high gives about 0.4%. The remaining statements refer to exact cancellation. It also has the same size if the precursor is at the downstream end, since that merely reverses the sign of $B$. Cancelling the net flow is thus not the same as sealing the zone.

### (e) Limits of the model

**Slip.** Suppose that the gas slips at both walls with slip length $\ell$: $u(0)=U+\ell u'(0)$ and $u(h)=-\ell u'(h)$. The drag part is still a straight line, antisymmetric about its mid-gap value $U/2$, so it still carries $Uh/2$. The pressure part becomes

$$
u_p=-\frac{G}{2\mu}\left[y(h-y)+\ell h\right],
$$

which satisfies the slip conditions for a wall at rest. Its flow is $-(Gh^3/12\mu)(1+6\ell/h)$. The required gradient is then

$$
G=\frac{6\mu U}{h^2(1+6\ell/h)} .
$$

Take $\ell$ as roughly the mean free path, $(\mu/p)\sqrt{\pi RT/2M}$, where $R$ is the gas constant and $M$ the molar mass. For nitrogen at 293 K and atmospheric pressure this is 66 nm, and the gradient falls by 0.4%. Left uncorrected, even this small excess changes the leak of part (d) to about 0.6% from the upstream end and 1.0% from the downstream end. At much lower pressure or in a much narrower gap, the correction grows and first-order slip eventually fails.

**Density.** The pressure rise of 54 Pa changes the density by 0.05% over the zone. Because density is uniform across the gap in this model, zero mass flow and zero volume flow give the same local condition.

**Ends and unsteadiness.** After a change at fixed pressure gradient, the velocity disturbance $w$ obeys $\partial w/\partial t=\nu\,\partial^2w/\partial y^2$, with $w=0$ at the walls and $\nu=\mu/\rho$, where $\rho$ is the gas density. Its slowest mode, $\sin(\pi y/h)$, decays in the time $h^2/(\pi^2\nu)=66\ \mathrm{\mu s}$, during which the substrate travels 0.066 mm. In the closed-cavity calculation, the flow below mid-gap comes within 1% of its central value about 0.10 mm from an end. That calculation omits inertia, whereas the Reynolds number $Uh/\nu$ is 6.5. Including inertia lengthens this distance to about 0.12 to 0.13 mm, depending on the end. Both lengths are small beside 5 mm.

**Temperature and real heads.** The example lies in the regime of atmospheric-pressure spatial atomic layer deposition with nitrogen, where gaps of the order of 0.1 mm and heated substrates are used. The stated viscosity belongs to gas near room temperature. If all the gas is at 473 K and viscosity varies roughly as $T^{0.7}$, then $\mu=2.52\times10^{-5}\ \mathrm{Pa\,s}$ and the required gradient rises to about $15\ \mathrm{Pa/mm}$. This 40% increase is the largest of the corrections estimated in this part. If the gradient is reset to this value and diffusivity varies roughly as $T^{1.7}$, the leak ratio becomes about 1.1%. A gradient left at $10.8\ \mathrm{Pa/mm}$ would cancel only about 72% of the drag flow. The remaining 28% would carry precursor forward from the upstream end, so the leak ratio in (d) would rise to about 28%. Precursor at the downstream end would instead be held back by this flow.

Real heads also inject purge gas and draw it off through exhaust slots, so $q$ differs from place to place. The result of part (a) then generalizes to

$$
G=\frac{12\mu}{h^3}\left(\frac{Uh}{2}-q\right).
$$

A section that must carry purge gas backward at $q=-Uh/2$ needs twice the gradient found in (a). Precursor uptake by the surface, sideways leakage and temperature differences across the gap are not included here. Most of the values behind these estimates are listed in the numerical output.

## Calculated quantities

```
Substrate speed: 1.0 m/s
Gap: 0.100 mm
Viscosity: 1.80e-05 Pa s
Separation-zone length: 5.0 mm
Gas temperature: 293 K
Ambient pressure: 101325 Pa
Nitrogen molar mass, rounded: 0.028 kg/mol
Rough precursor diffusivity: 1.0e-05 m^2/s
Couette flow per width: 50.0 mm^2/s
Required gradient, formula: 10.800 Pa/mm
Required gradient, root search: 10.800 Pa/mm
Required gradient, converted: 0.0810 Torr/mm
Closed-cavity gradient: 10.779 Pa/mm
Pressure rise over zone: 54.0 Pa
Zero-velocity height / gap: 0.3333
Largest return speed: 0.3333 m/s
Height of largest return / gap: 0.6667
Remaining forward flow per width: 14.81 mm^2/s
Substrate shear magnitude: 0.720 Pa
Head shear magnitude: 0.360 Pa
Gap increase tested: 10.0 %
Residual / Couette flow in wider gap: -21.0 %
Required gradient in wider gap: 8.926 Pa/mm
Peclet number: 10.00
Effective / molecular diffusivity, formula: 1.9524
Effective / molecular diffusivity, modes: 1.9524
Cancelled / Couette leak, 2D: 0.774 %
Cancelled / Couette leak, formula: 0.781 %
Mean free path: 65.7 nm
Gradient reduction by slip: 0.392 %
Relative density rise over zone: 0.0533 %
Gas density: 1.165 kg/m^3
Reynolds number: 6.47
Viscous settling time: 65.6 us
Substrate travel in settling time: 0.0656 mm
Closed-end length to 1 percent, Stokes: 0.103 mm
Hot gas temperature: 473 K
Rough viscosity temperature exponent: 0.7
Rough diffusivity temperature exponent: 1.7
Hot viscosity: 2.517e-05 Pa s
Hot required gradient: 15.10 Pa/mm
Hot diffusivity: 2.26e-05 m^2/s
Hot Peclet number: 4.43
Hot effective / molecular diffusivity: 1.187
Hot cancelled / Couette leak, formula: 1.07 %
Hot gradient reduction by slip: 0.70 %
```
